Relaxation Time of a Conducting Sphere with a Thin Insulating Shell

**1. The problem**

A capsule of brine with a thin polymer wall is placed in weaker brine, and a field is switched on to charge the wall. Suppose the charging time is estimated from the liquid inside alone, as RC/σ_in, with R the radius and C the wall capacitance per area. For the capsule treated in Section 6 this gives 22 ns. The model derived here gives 133 ns, six times longer, and by this model a pulse of 22 ns would bring the wall to only 1 − exp(−1/6), or 15 %, of its final voltage. (The permittivity of the water, neglected until Section 5, raises this to 18 %.) The missing part is the resistance of the medium outside, through which the same charging current must flow.

The result to be derived is

τ = RC [1/σ_in + 1/(2σ_out)],  (1)

where σ_in and σ_out are the conductivities of the core and the medium. "Dilute" describes a suspension whose spheres do not influence one another. "Low-frequency" names the slower of two interfacial relaxations; the faster one appears in Section 5.

**2. Fields and boundary conditions**

Time dependence is written exp(+iωt). Conduction and displacement currents together have density J = k𝓔, where 𝓔 is the local field and

k = σ + iωε.  (2)

Charge conservation makes J divergence-free. Magnetic induction is neglected, so 𝓔 = −∇φ, and φ obeys Laplace's equation wherever k is uniform. The salt concentrations are taken as uniform, so that diffusion adds no current in the bulk.

Let the applied field have amplitude E along the axis θ = 0. A potential proportional to cos θ must be finite at the centre and approach −Er cos θ far away. Hence

φ_in = −A r cos θ,  (3)

φ_out = (−E r + bER³/r²) cos θ.  (4)

The unknowns are the core field A and the dimensionless dipole factor b. The outward current density is −k ∂φ/∂r. At r = R it is k_in A cos θ on the inside and k_out E(1 + 2b) cos θ on the outside; the plus sign arises because differentiating r⁻² gives −2r⁻³.

The shell has thickness d ≪ R, permittivity ε_w and conductivity σ_w. Across so thin a layer the radial current is continuous to leading order in d/R, and current along the layer is negligible. The shell then acts as an admittance per area

y = G + iωC, with C = ε_w/d and G = σ_w/d.  (5)

Writing the common radial current as J₀ cos θ gives two conditions. Continuity of current requires

J₀ = k_in A = k_out E(1 + 2b).  (6)

The potential drop from inside to outside drives the outward current through the shell:

J₀ = y(−AR + ER − bER).  (7)

**3. Solution and relaxation time**

From (6),

A = J₀/k_in,  bE = J₀/(2k_out) − E/2.  (8)

Substitution in (7), after division by y, gives

J₀/y = −J₀R/k_in + ER − J₀R/(2k_out) + ER/2.

Collect the terms in J₀ on one side and divide by R:

J₀ [1/k_in + 1/(2k_out) + 1/(yR)] = (3/2)E.  (9)

These are three impedances in series: core, medium and shell. The factor 2 belongs to the shape of the exterior field. A dipole potential q cos θ/r² has the value q cos θ/R² on the surface and drives the current density 2k_out q cos θ/R³ there. Their ratio is R/(2k_out). The linear potential inside gives the corresponding ratio R/k_in.

The factor 3/2 has a separate origin. If the shell passes no current, (6) gives A = 0 and b = −1/2. The outer surface potential is then −(3/2)ER cos θ, because the field lines must go round the sphere, while the core is at zero potential.

The shell voltage, inside minus outside, is V₀ cos θ with V₀ = J₀/y. Equation (9) gives

V₀ = (3/2)ER / {1 + yR[1/k_in + 1/(2k_out)]}.  (10)

Now let the shell be insulating, y = iωC, and neglect displacement current in the two liquids, k = σ. With the abbreviation

S = 1/σ_in + 1/(2σ_out),  (11)

equation (10) becomes

V₀ = (3/2)ER/(1 + iωτ), τ = RCS,  (12)

which is (1). In the time domain iω stands for d/dt, so (12) means τ dV₀/dt + V₀ = (3/2)ER. For a field switched on at t = 0 across an uncharged shell,

V₀(t) = (3/2)ER[1 − exp(−t/τ)].  (13)

If the core is a far better conductor than the medium, τ tends to RC/(2σ_out), and improving the core further has no effect at this order. In the opposite limit τ tends to RC/σ_in. The two parts are equal when σ_in = 2σ_out. For equal conductivities σ the time is 3RC/(2σ).

A numerical solution of the radial charge-conservation problem, with a shell of finite thickness, provides a test that does not use (9). The pairs (σ_in, σ_out) were (1, 0.1), (0.1, 1), (1, 1) and (5, 0.02) S/m, with d/R = 10⁻⁴ and both bulk permittivities equal to 10⁻⁴ RC. The slowest decay time differed from (1) by at most 0.009 % of (1).

**4. What a dilute suspension shows**

The dipole factor follows from (8), with J₀ = iωCV₀ and V₀ from (12):

b = J₀/(2σ_out E) − 1/2
 = −1/2 + (3/4)(iωRC/σ_out)/(1 + iωτ).  (14)

At low frequency b = −1/2, the value for an insulating sphere: the charged shell blocks the current. At ωτ ≫ 1, still with bulk displacement neglected, the fraction tends to 3/(4σ_out S). Since S = (σ_in + 2σ_out)/(2σ_in σ_out),

b → −1/2 + 3σ_in/[2(σ_in + 2σ_out)]
 = (σ_in − σ_out)/(σ_in + 2σ_out).  (15)

This is the dipole factor of a bare conducting sphere. The shell has too little time to charge and acts as a short circuit.

To find the admittivity k_eff of a suspension, consider a large spherical region of radius L containing N capsules. If each capsule feels the applied field, the far dipole potential of the region is NbER³ cos θ/r². A uniform sphere of radius L and admittivity k_eff must produce the same potential. Its dipole factor has the form (15) with admittivities in place of conductivities, since (9) without its shell term leads to the same algebra. With the volume fraction p = NR³/L³,

(k_eff − k_out)/(k_eff + 2k_out) = pb.  (16)

For small p, k_eff differs little from k_out, so the denominator is 3k_out to leading order and

k_eff = k_out(1 + 3pb).  (17)

Inserting (14), with k_out = σ_out, gives

k_eff = σ_out(1 − 3p/2) + (9/4)p iωRC/(1 + iωτ).  (18)

The suspension therefore relaxes with the single-sphere time. The imaginary part of k_eff divided by ω is the permittivity, so the contribution of the shells at low frequency is

Δε = (9/4)pRC.  (19)

The real part of the last term in (18) is (9/4)pRC ω²τ/(1 + ω²τ²). The conductivity thus rises with frequency by

Δσ = (9/4)pRC/τ.  (20)

Half of this rise has occurred at ωτ = 1. The permittivity step does not contain the conductivities; they determine the frequency at which it occurs.

**5. Corrections and failure of the simple result**

*Displacement current in the liquids.* Put s = iω and k = σ + sε. A free decay occurs where the bracket in (9) vanishes. With y = sC this condition is

1/k_in + 1/(2k_out) + 1/(sRC) = 0.  (21)

Multiplication by 2k_in k_out sRC gives

sRC(2k_out + k_in) + 2k_in k_out = 0.  (22)

Because each k is linear in s, (22) is quadratic and has two roots. For the slow one, expand 1/(σ + sε) ≈ 1/σ − sε/σ² in (21):

S − sQ + 1/(sRC) = 0, Q = ε_in/σ_in² + ε_out/(2σ_out²).

Hence −1/s = RC(S − sQ). In the small term s may be replaced by −1/τ, which gives RCQ/τ = Q/S and

τ_slow ≈ τ + Q/S.  (23)

The expansion needs ε_in/(σ_in τ) and ε_out/(σ_out τ) to be small. By (1), τ is at least RC/σ_in and at least RC/(2σ_out). These ratios therefore cannot exceed ε_in/(RC) and 2ε_out/(RC), and it is sufficient that both permittivities be much smaller than RC.

For the fast root under the same condition, the first term of (22) requires k_in + 2k_out ≈ 0, or

τ_fast ≈ (ε_in + 2ε_out)/(σ_in + 2σ_out).  (24)

This is the relaxation of the core–medium interface with the shell acting as a short circuit.

*A leaking shell.* With y = G + sC and the bulk permittivities neglected, the decay condition is 1 + (G + sC)RS = 0. Hence

τ_G = τ/(1 + GRS).  (25)

Leakage offers the shell charge a second path and shortens the time. For GRS ≫ 1 this expression tends to C/G = ε_w/σ_w, a property of the shell material, and (1) has failed. This is the slowest decay only while C/G remains well above τ_fast in (24). Near τ_fast the two relaxations mix, and the permittivities of the liquids cannot be neglected. For a still leakier shell a decay near C/G persists, but it is the faster one, and the slowest time is close to τ_fast.

*Surface conduction.* Let the outer surface carry a sheet conductance K. During free decay the applied field is zero, and the surface potential is u cos θ. The medium takes up the current density 2σ_out u cos θ/R. The sheet current is −K∇ₛφ, where ∇ₛ is the gradient along the surface. Since ∇ₛ² cos θ = −2 cos θ/R², the divergence of the sheet current removes a further 2Ku cos θ/R². The sum is

(2/R)(σ_out + K/R)u cos θ,  (26)

so σ_out in (1) is replaced by σ_out + K/R.

*Crowding.* Keep (16) without expanding it. Solved for the mixture, it reads k_eff = k_out(1 + 2pb)/(1 − pb), which diverges at pb = 1. There a current can exist with no mean field, which is the condition for free decay at fixed electrode voltage. The capsule acts as a uniform sphere whose admittivity k_p obeys 1/k_p = 1/k_in + 1/(yR), so b = (k_p − k_out)/(k_p + 2k_out). Then pb = 1 gives

p(k_p − k_out) = k_p + 2k_out,
k_p(1 − p) = −(2 + p)k_out,
1/k_in + 1/(yR) + (1 − p)/[(2 + p)k_out] = 0.

With y = sC and k = σ,

τ_p = RC{1/σ_in + (1 − p)/[(2 + p)σ_out]}.  (27)

This returns to (1) as p → 0. For a random suspension it is an estimate, because (16) assigns every capsule the same field.

The radial calculation was also used to test (25), (26) and (27) where the changes are large. With σ_in = 1 S/m and σ_out = 0.1 S/m, the cases were GRS = 0.5, K/R = 0.05 S/m and p = 0.3. For the last, one capsule was placed at the centre of a spherical cell with fixed wall potential. Each time agreed with its formula within 0.1 %.

*Double layers.* Shell charge is balanced by ions spread over a Debye length λ in each liquid. For voltages well below the thermal voltage and λ ≪ R, the potential in a layer falls as exp(−x/λ). A voltage v across it gives the wall field v/λ and the charge per area εv/λ. Each layer thus has capacitance ε/λ, in series with the shell:

1/C′ = 1/C + λ_in/ε_in + λ_out/ε_out.  (28)

**6. A polymer-walled capsule**

The following parameters are rough values for a capsule of brine in weaker brine: R = 50 μm, d = 50 nm, relative wall permittivity 2.5, σ_in = 1 S/m and σ_out = 0.1 S/m. Both liquids have relative permittivity 78. The volume fraction is 0.02, the field 10 V/cm and the temperature 298 K.

The wall capacitance is C = 0.0443 μF/cm², and RC = 2.214 × 10⁻⁸ F/m. The two parts of the time are

RC/σ_in = 22.1 ns,
RC/(2σ_out) = 110.7 ns,
τ = 132.8 ns.

The medium supplies five sixths of the total, since 1/(2σ_out) is 5 Ω·m and 1/σ_in is 1 Ω·m. The relaxation frequency 1/(2πτ) is 1.20 MHz.

From (19), the relative permittivity step is

2.25 × 0.02 × RC/ε₀ = 112.5.

It exceeds the permittivity of the water although the capsules fill only 2 % of the volume. The reason is the geometry of the wall: RC/ε₀ equals the wall's relative permittivity times R/d, or 2.5 × 1000. The conductivity rises from 0.097 S/m by 0.0075 S/m. Both steps are values of the simple model. With the water's permittivity and crowding included, the slow relaxation has steps of about 105 and 0.0069 S/m.

At the poles the final wall voltage is 1.5 × 1000 V/m × 50 μm = 75 mV, and the wall field is 0.015 MV/cm. For an assumed breakdown field of 1 MV/cm, the wall would fail at 5 V, which corresponds to an applied field of 667 V/cm held for several τ. Such a field heats the medium by about 100 K per second, so it can be applied only as a pulse much shorter than a second.

The largest electrical correction comes from the water's permittivity, for which ε/(RC) = 0.031. With equal permittivities, (23) gives

Q/S = ε(1 + 50)/(1 + 5) = 8.5ε = 5.9 ns,

where ε is in F/m and the conductivities are in S/m. The slow root of (22) is 138.7 ns, 4.45 % above τ. The fast root is 1.7 ns, so the two relaxations are well separated.

Crowding acts the other way: (27) lowers τ by 2.5 %. The remaining changes, all relative to τ, are smaller:

- Finite wall thickness: −0.08 %.
- Double layers, with λ_in = 1.05 nm and λ_out = 3.3 nm: −0.28 %.
- Surface conduction, with a rough K = 10⁻⁹ S: −0.02 %.
- Leakage, with an assumed σ_w = 10⁻⁸ S/m: −0.006 %.

A radial calculation with all these linear corrections together gives 134.9 ns, 1.6 % above τ. This close agreement is partly a cancellation between bulk permittivity and crowding. The voltage across the outer double layer is 0.16 mV, far below the thermal voltage of 25.7 mV, so the response to the field is linear. Equation (28) also assumes that the layers are uncharged before the field is applied. If the assumed surface conductance came from ions in the outer double layer, that layer would already carry more than twice the thermal voltage. Its capacitance would then be larger, and the double-layer correction smaller in size than 0.28 %.

**7. The model and real capsules**

Temperature can matter more than these corrections. If both conductivities rise by 2 % per kelvin, a rough figure for brine, warming by 10 K at fixed C divides τ by 1.2 and lowers it by 17 %.

The size of the permittivity correction depends on the wall thickness. If the wall were 500 nm thick and the other parameters were unchanged, C and τ would fall tenfold, to 13.3 ns for τ. The shift (23) would remain 5.9 ns, or 44 % of the new τ. Equation (1) would then be a poor approximation, and the full quadratic (22) should be used.

A real polymer wall may also take up water and salt, which breaks the assumption of an insulating shell. For the 50 nm wall, GRS is 6 × 10⁻⁵ at σ_w = 10⁻⁸ S/m and grows in proportion to σ_w. It reaches 0.1 near 1.7 × 10⁻⁵ S/m, where (25) lowers τ by 9 %. At 10⁻³ S/m, one hundredth of the medium's conductivity, GRS = 6 and (25) divides τ by 7. An intact wall of low conductivity is therefore a condition for using (1) to infer C from a measured time.

The salt contents impose a mechanical condition as well. For ions with diffusion coefficient D = 1.6 × 10⁻⁹ m²/s, the conductivities correspond to about 83 mM inside and 8.3 mM outside. The ideal osmotic pressure difference is 3.7 bar. These figures use the ideal relation between conductivity and diffusion coefficient. Real NaCl solution conducts less per mole at the inner strength: 1 S/m needs about 93 mM, and the pressure difference is then about 4 bar. The example assumes that an uncharged solute outside balances it, and neglects that solute's effect on the electrical properties of the medium.

Finally, uniform salt concentration is an assumption about time. Diffusion over the radius takes about R²/D = 1.6 s, much longer than τ. Fields varying on that slower scale can involve concentration changes that (2) omits, so the low-frequency limit of (18) means frequencies far below 1/(2πτ) but still well above those of ion diffusion. The numerical output below lists the values used in this example.

Values computed for the example and the checks

```
largest deviation, four test pairs: 0.0088 %
INPUTS (rough typical values)
outer radius R: 50 um
wall thickness d: 50 nm
wall relative permittivity: 2.5 (none)
water relative permittivity: 78 (none)
sigma_in: 1 S/m
sigma_out: 0.1 S/m
volume fraction p: 0.02 (none)
applied field: 10 V/cm
temperature: 298.15 K
wall conductivity: 1e-08 S/m
surface conductance K: 1e-09 S
ion diffusion coefficient: 1.6e-09 m2/s
wall breakdown field: 1 MV/cm
RESULTS
shell capacitance C: 0.04427 uF/cm2
product R C: 2.214e-08 F/m
interior part of tau: 22.14 ns
exterior part of tau: 110.7 ns
relaxation time tau: 132.8 ns
relaxation frequency: 1.198 MHz
relative permittivity step: 112.5 (none)
conductivity step: 0.0075 S/m
low-frequency conductivity: 0.097 S/m
shell voltage at pole: 75 mV
shell field at pole: 0.015 MV/cm
NEGLECTED EFFECTS
ratio eps_water/(R C): 0.0312 (none)
first-order bulk shift: 5.87 ns
slow root with bulk permittivity: 138.7 ns
fast root with bulk permittivity: 1.69 ns
tau shift, bulk permittivity: 4.45 %
tau shift, wall thickness: -0.082 %
tau shift, wall leakage: -0.006 %
tau shift, surface conduction: -0.017 %
tau shift, crowding (Maxwell): -2.48 %
Debye length inside: 1.05 nm
Debye length outside: 3.32 nm
tau shift, double layers: -0.28 %
outer double-layer voltage: 0.16 mV
thermal voltage: 25.7 mV
assumed conductivity rise: 2 %/K
tau shift, 10 K warming: -16.7 %
tau, linear corrections together: 134.9 ns
its total shift: 1.58 %
its mesh-halving shift: 0.00088 %
applied field at wall breakdown: 667 V/cm
ion diffusion time R^2/D: 1.56 s
salt density inside: 83.2 mM
salt density outside: 8.32 mM
osmotic pressure to balance: 3.71 bar
```
